# Quadrupole and Dipole Decay Rates of the Hydrogen 3d State: test program

```python
"""
Hydrogen 3d decay, nonrelativistic, fixed nucleus, Hartree atomic units.
Result under test:
  E2 rate 3d->1s = alpha^5 w2^5 R2^2 / 75 = alpha^5 / 1440
  E1 rate 3d->2p = (8/15) alpha^3 w1^3 R1^2
alpha: fine-structure constant; w2, w1: transition energies;
R2 = int R10 R32 r^4 dr; R1 = int R21 R32 r^3 dr.
Independent road: quadrature of the full retarded amplitude
<f| eps.p exp(-i k.r) |i>, with no multipole expansion.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

# Radial functions: check normalization and the Schroedinger equation
r = sp.symbols('r', positive=True)
R10 = 2 * sp.exp(-r)
R21 = r * sp.exp(-r / 2) / (2 * sp.sqrt(6))
R32 = 4 * r**2 * sp.exp(-r / 3) / (81 * sp.sqrt(30))
for radial, n, l in ((R10, 1, 0), (R21, 2, 1), (R32, 3, 2)):
    u = r * radial
    residual = (-sp.diff(u, r, 2) / 2
                + (sp.Rational(l * (l + 1), 2) / r**2 - 1 / r) * u
                + u / (2 * n**2))
    assert sp.simplify(residual / u) == 0
    assert sp.simplify(sp.integrate(sp.expand(u**2), (r, 0, sp.oo)) - 1) == 0

# Analytic radial integrals and rate coefficients
R2 = sp.simplify(sp.integrate(sp.expand(R10 * R32 * r**4), (r, 0, sp.oo)))
R1 = sp.simplify(sp.integrate(sp.expand(R21 * R32 * r**3), (r, 0, sp.oo)))
w2 = sp.Rational(1, 2) - sp.Rational(1, 18)
w1 = sp.Rational(1, 8) - sp.Rational(1, 18)
coef_e2 = sp.simplify(w2**5 * R2**2 / 75)
coef_e1 = sp.simplify(sp.Rational(8, 15) * w1**3 * R1**2)
assert coef_e2 == sp.Rational(1, 1440)
assert coef_e1 == sp.Rational(196608, 48828125)

# Three-dimensional product quadrature
t, wt = np.polynomial.legendre.leggauss(110)
rad, wrad = 40 * (t + 1), 40 * wt
c, wc = np.polynomial.legendre.leggauss(16)
phi = 2 * np.pi * (np.arange(16) + 0.5) / 16
rr, cc, pp = np.meshgrid(rad, c, phi, indexing='ij')
ss = np.sqrt(1 - cc**2)
directions = np.array([ss * np.cos(pp), ss * np.sin(pp), cc])
pos = rr * directions
weight = (wrad[:, None, None] * wc[None, :, None]
          * (2 * np.pi / 16) * rr**2)

# Cartesian orbitals; gradients are obtained symbolically
x, y, z = sp.symbols('x y z', real=True)
xyz = (x, y, z)
dist = sp.sqrt(x**2 + y**2 + z**2)


def on_grid(expression):
    return sp.lambdify(xyz, expression, 'numpy')(*pos)


d_radial = 4 * sp.exp(-dist / 3) / (81 * sp.sqrt(30))
d_shapes = [sp.sqrt(15 / (4 * sp.pi)) * x * y,
            sp.sqrt(15 / (4 * sp.pi)) * y * z,
            sp.sqrt(15 / (4 * sp.pi)) * z * x,
            sp.sqrt(15 / (16 * sp.pi)) * (x**2 - y**2),
            sp.sqrt(5 / (16 * sp.pi)) * (2 * z**2 - x**2 - y**2)]
d_states = [on_grid(shape * d_radial) for shape in d_shapes]
s_expr = sp.exp(-dist) / sp.sqrt(sp.pi)
p_exprs = [sp.sqrt(3 / (4 * sp.pi)) * q * sp.exp(-dist / 2)
           / (2 * sp.sqrt(6)) for q in xyz]
s_state = on_grid(s_expr)
p_states = [on_grid(e) for e in p_exprs]
s_grads = [[on_grid(sp.diff(s_expr, q)) for q in xyz]]
p_grads = [[on_grid(sp.diff(e, q)) for q in xyz] for e in p_exprs]
for state in d_states + p_states + [s_state]:
    assert abs(np.sum(weight * state**2) - 1) < 1e-10

# Tensor sums, velocity-length identity and photon-direction integral
R2n, R1n, w2n, w1n = (float(v) for v in (R2, R1, w2, w1))
n_dir = directions[:, 0]
w_dir = wc[:, None] * np.full((1, 16), 2 * np.pi / 16)
for d in d_states:
    S = np.array([[np.sum(weight * s_state * pos[i] * pos[j] * d)
                   for j in range(3)] for i in range(3)])
    V = np.array([[np.sum(weight * s_grads[0][i] * pos[j] * d)
                   for j in range(3)] for i in range(3)])
    assert abs(np.trace(S)) < 1e-10
    assert abs(np.sum(S**2) - 2 * R2n**2 / 15) < 1e-10
    # Symmetric V also shows that the orbital magnetic dipole part is zero
    assert np.max(np.abs(V + w2n * S / 2)) < 1e-10
    Sn = np.einsum('ij,jab->iab', S, n_dir)
    transverse = np.sum(Sn**2, axis=0) - np.sum(n_dir * Sn, axis=0)**2
    direction_integral = np.sum(w_dir * transverse)
    assert abs(direction_integral - 4 * np.pi * np.sum(S**2) / 5) < 1e-10
    dipole_sum = sum(np.sum(weight * p * pos[i] * d)**2
                     for p in p_states for i in range(3))
    assert abs(dipole_sum - 2 * R1n**2 / 5) < 1e-9
d0 = d_states[4]
Szz = np.sum(weight * s_state * pos[2]**2 * d0)
Sxx = np.sum(weight * s_state * pos[0]**2 * d0)
assert abs(Szz - 2 * np.sqrt(5) * R2n / 15) < 1e-10
assert abs(Sxx + Szz / 2) < 1e-10


def retarded_rate(final_gradients, omega, fine):
    """Average over 3d states; photon along z, polarizations x and y."""
    phase = np.exp(-1j * fine * omega * pos[2])
    total = 0.0
    for gradient in final_gradients:
        for d in d_states:
            for pol in (0, 1):
                amp = np.sum(weight * gradient[pol] * phase * d)
                total += abs(amp)**2
    return 2 * fine**3 * omega * total / 5


alpha = const.fine_structure
rate_e2 = float(coef_e2) * alpha**5
rate_e1 = float(coef_e1) * alpha**3
full_e2 = retarded_rate(s_grads, w2n, alpha)
full_e1 = retarded_rate(p_grads, w1n, alpha)
dev_e2 = full_e2 / rate_e2 - 1
dev_e1 = full_e1 / rate_e1 - 1
# Neglected retardation is of relative order (k r)^2
assert abs(dev_e2) < 1e-3
assert abs(dev_e1) < 1e-4
double_e2 = retarded_rate(s_grads, w2n, 2 * alpha)
dev_double = double_e2 / (float(coef_e2) * (2 * alpha)**5) - 1
assert abs(dev_double / dev_e2 - 4) < 0.1

# Comparison factors and conversion to SI
ratio = rate_e2 / rate_e1
freq_factor = w2n**5 / w1n**3
radial_factor = (R2n / R1n)**2
coefficient = freq_factor * radial_factor / 40
assert abs(full_e2 / full_e1 / (alpha**2 * coefficient) - 1) < 1e-3
time_au = const.physical_constants['atomic unit of time'][0]
bohr_nm = const.physical_constants['Bohr radius'][0] * 1e9
e2_si, e1_si = rate_e2 / time_au, rate_e1 / time_au
assert abs(e2_si - 594) < 1

print(f"fine-structure constant alpha = {alpha:.9f} (dimensionless)")
print(f"atomic unit of time = {time_au:.6e} s")
print(f"transition energy 3d-1s = {w2} = {w2n:.6f} hartree")
print(f"transition energy 3d-2p = {w1} = {w1n:.6f} hartree")
print(f"wavelength 3d-1s = {2*np.pi*bohr_nm/(alpha*w2n):.2f} nm")
print(f"wavelength 3d-2p = {2*np.pi*bohr_nm/(alpha*w1n):.2f} nm")
print(f"photon wavenumber k, 3d-1s = {alpha*w2n:.6e} 1/bohr")
print(f"photon wavenumber k, 3d-2p = {alpha*w1n:.6e} 1/bohr")
print(f"E2 radial integral R2 = {R2n:.6f} bohr^2")
print(f"R2 squared = {sp.simplify(R2**2)} = {R2n**2:.6f} bohr^4")
print(f"E1 radial integral R1 = {R1n:.6f} bohr")
print(f"R1 squared = {sp.simplify(R1**2)} = {R1n**2:.6f} bohr^2")
print(f"m=0 tensor element S_zz = {Szz:.6f} bohr^2")
print(f"m=0 tensor element S_xx = {Sxx:.6f} bohr^2")
print(f"E2 rate / alpha^5 = {coef_e2} (atomic units)")
print(f"E1 rate / alpha^3 = {coef_e1} = {float(coef_e1):.8f} (a.u.)")
print(f"E2 rate 3d-1s = {rate_e2:.6e} atomic units")
print(f"E1 rate 3d-2p = {rate_e1:.6e} atomic units")
print(f"E2 rate 3d-1s = {e2_si:.2f} 1/s")
print(f"E1 rate 3d-2p = {e1_si:.5e} 1/s")
print(f"inverse E1 rate = {1e9/e1_si:.3f} ns")
print(f"rate ratio E2/E1 = {ratio:.5e} (dimensionless)")
print(f"E1 decays per E2 decay = {1/ratio:.5e} (dimensionless)")
print(f"alpha squared = {alpha**2:.6e} (dimensionless)")
print(f"frequency ratio w2/w1 = {w2n/w1n:.4f} (dimensionless)")
print(f"frequency factor w2^5/w1^3 = {freq_factor:.5f} hartree^2")
print(f"radial factor (R2/R1)^2 = {radial_factor:.6f} bohr^2")
print(f"ratio / alpha^2 = {coefficient:.6f} (dimensionless)")
print(f"full retarded E2 rate = {full_e2/time_au:.2f} 1/s")
print(f"full retarded E1 rate = {full_e1/time_au:.5e} 1/s")
print(f"relative retardation shift, E2 = {dev_e2:.3e}")
print(f"relative retardation shift, E1 = {dev_e1:.3e}")
print(f"E2 shift ratio on doubling alpha = {dev_double/dev_e2:.4f}")
print("verified")
```

It prints:

```
fine-structure constant alpha = 0.007297353 (dimensionless)
atomic unit of time = 2.418884e-17 s
transition energy 3d-1s = 4/9 = 0.444444 hartree
transition energy 3d-2p = 5/72 = 0.069444 hartree
wavelength 3d-1s = 102.52 nm
wavelength 3d-2p = 656.11 nm
photon wavenumber k, 3d-1s = 3.243268e-03 1/bohr
photon wavenumber k, 3d-2p = 5.067606e-04 1/bohr
E2 radial integral R2 = 1.733028 bohr^2
R2 squared = 98415/32768 = 3.003387 bohr^4
E1 radial integral R1 = 4.747992 bohr
R1 squared = 27518828544/1220703125 = 22.543424 bohr^2
m=0 tensor element S_zz = 0.516689 bohr^2
m=0 tensor element S_xx = -0.258345 bohr^2
E2 rate / alpha^5 = 1/1440 (atomic units)
E1 rate / alpha^3 = 196608/48828125 = 0.00402653 (a.u.)
E2 rate 3d-1s = 1.437024e-14 atomic units
E1 rate 3d-2p = 1.564686e-09 atomic units
E2 rate 3d-1s = 594.09 1/s
E1 rate 3d-2p = 6.46863e+07 1/s
inverse E1 rate = 15.459 ns
rate ratio E2/E1 = 9.18411e-06 (dimensionless)
E1 decays per E2 decay = 1.08884e+05 (dimensionless)
alpha squared = 5.325135e-05 (dimensionless)
frequency ratio w2/w1 = 6.4000 (dimensionless)
frequency factor w2^5/w1^3 = 51.78153 hartree^2
radial factor (R2/R1)^2 = 0.133227 bohr^2
ratio / alpha^2 = 0.172467 (dimensionless)
full retarded E2 rate = 594.06 1/s
full retarded E1 rate = 6.46860e+07 1/s
relative retardation shift, E2 = -3.550e-05
relative retardation shift, E1 = -3.846e-06
E2 shift ratio on doubling alpha = 3.9998
verified
```
